# When a fixed 4f occupation fails: oxidation of a lanthanide precursor: a numerical check

```python
"""
Result under test: a pseudopotential with a fixed 4f occupation n works when a
reaction keeps N_f near n, but misses the product when the reaction changes N_f.
Model: orbitals p (ligand), d (metal), f (active 4f), a (oxidant); 3 electrons.
q is a dimensionless reaction coordinate and lam its reorganization energy.
Levels p,d,f,a, repulsions U_*, hoppings t_* and all energies are in eV.
The fixed-f treatment is the projection of the same Hamiltonian onto N_f = n.
Parameters are round values in the rough regime of a cerium(III) precursor.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

BASE = dict(p=0.0, d=4.0, f=2.0, a=3.5, U_ff=7.0, U_a=4.0, U_fd=2.0,
            t_pd=1.5, t_fp=0.2, t_fa=0.1, t_pa=0.0, lam=1.6)
ORBITALS = "pdfa"
TEMPERATURE = 500.0
kT = const.k * TEMPERATURE / const.e

# Fermion operators in the full Fock space, with the sign strings included.
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for site in range(8):
    matrix = np.eye(1)
    for other in range(8):
        factor = parity if other < site else lower if other == site else np.eye(2)
        matrix = np.kron(matrix, factor)
    annihilate.append(matrix)
occupation = [np.diag(c.T @ c) for c in annihilate]
n_up = sum(occupation[0::2])
n_down = sum(occupation[1::2])
sector = np.where((np.abs(n_up - 2) < 0.1) & (np.abs(n_down - 1) < 0.1))[0]
NUM, PAIR, HOP = {}, {}, {}
for i, orb in enumerate(ORBITALS):
    NUM[orb] = (occupation[2*i] + occupation[2*i + 1])[sector]
    PAIR[orb] = (occupation[2*i] * occupation[2*i + 1])[sector]
for pair in ("pd", "fp", "fa", "pa"):
    i, j = [ORBITALS.index(x) for x in pair]
    hop = sum(annihilate[2*i + s].T @ annihilate[2*j + s] for s in (0, 1))
    HOP[pair] = (hop + hop.T)[np.ix_(sector, sector)]


def hamiltonian(q, **changes):
    x = {**BASE, **changes}
    diagonal = sum(x[o] * NUM[o] for o in ORBITALS)
    diagonal = diagonal - 2*x["lam"]*q*NUM["a"] + x["lam"]*q*q
    diagonal = diagonal + x["U_ff"]*PAIR["f"] + x["U_a"]*PAIR["a"]
    diagonal = diagonal + x["U_fd"]*NUM["f"]*NUM["d"]
    return np.diag(diagonal) + sum(x["t_" + k]*HOP[k] for k in HOP)


def ground(q, fix_f=None, fix_a=None, **changes):
    """Lowest energy, N_f and N_a; optional projection on fixed occupations."""
    keep = np.ones(len(sector), bool)
    if fix_f is not None:
        keep &= np.abs(NUM["f"] - fix_f) < 0.1
    if fix_a is not None:
        keep &= np.abs(NUM["a"] - fix_a) < 0.1
    values, vectors = np.linalg.eigh(hamiltonian(q, **changes)[np.ix_(keep, keep)])
    weight = vectors[:, 0]**2
    return values[0], weight @ NUM["f"][keep], weight @ NUM["a"][keep]


def second_order_shift(q, **changes):
    """Perturbation sum for leaving the N_f = 1 sector."""
    h = hamiltonian(q, **changes)
    inside = np.abs(NUM["f"] - 1) < 0.1
    e_in, v_in = np.linalg.eigh(h[np.ix_(inside, inside)])
    total = 0.0
    for n in (0, 2):
        outside = np.abs(NUM["f"] - n) < 0.1
        e_out, v_out = np.linalg.eigh(h[np.ix_(outside, outside)])
        coupling = v_out.T @ h[np.ix_(outside, inside)] @ v_in[:, 0]
        total += np.sum(coupling**2 / (e_in[0] - e_out))
    return total


def profile(**changes):
    """Reactant minimum, barrier top and product minimum of the full surface."""
    energy = lambda q: ground(q, **changes)[0]
    r = minimize_scalar(energy, bounds=(-0.3, 0.2), method="bounded").x
    t = minimize_scalar(lambda q: -energy(q), bounds=(0.15, 0.75),
                        method="bounded").x
    p = minimize_scalar(energy, bounds=(0.7, 1.4), method="bounded").x
    return r, t, p, energy(t) - energy(r), energy(p) - energy(r)


def bonding(n):
    """Lower p-d level when the f shell holds n electrons."""
    d_level = BASE["d"] + n*BASE["U_fd"]
    mean, half = (BASE["p"] + d_level)/2, (d_level - BASE["p"])/2
    return mean - np.hypot(half, BASE["t_pd"])


def angle(n):
    return 0.5*np.arctan2(2*BASE["t_pd"], BASE["d"] + n*BASE["U_fd"] - BASE["p"])


lam = BASE["lam"]
b1, b0 = bonding(1), bonding(0)
reactant = BASE["f"] + 2*b1
delta = BASE["a"] - lam - BASE["f"] + 2*(b0 - b1)
V = BASE["t_fa"] * np.cos(angle(1) - angle(0))**2
q_cross = (lam + delta)/(2*lam)

# Fixed-sector energies from diagonalization against the valence formula.
assert abs(ground(0, fix_f=1)[0] - reactant) < 1e-9
assert abs(ground(1, fix_f=0)[0] - ground(0, fix_f=1)[0] - delta) < 1e-9

# Two-state surface and occupation against the many-electron solution.
grid = np.linspace(-0.4, 1.4, 181)
worst_energy = worst_occupation = 0.0
for q in grid:
    gap = lam + delta - 2*lam*q
    root = np.sqrt(gap**2 + 4*V**2)
    two_state = reactant + lam*q*q + gap/2 - root/2
    e, nf, _ = ground(q, t_fp=0.0)
    worst_energy = max(worst_energy, abs(e - two_state))
    worst_occupation = max(worst_occupation, abs(nf - 0.5*(1 + gap/root)))
assert worst_energy < 3e-4 and worst_occupation < 3e-3

# Barrier estimate; it omits the small shift of the top away from the crossing.
barrier_formula = (lam + delta)**2/(4*lam) - V + V**2/(lam + delta)
barrier_no_covalency = profile(t_fp=0.0)[3]
assert abs(barrier_formula - barrier_no_covalency) < 0.006

# The full surface has two wells; the fixed-f surface has only one.
def count_wells(values):
    return int(np.sum((values[1:-1] < values[:-2]) & (values[1:-1] < values[2:])))


full_wells = count_wells(np.array([ground(q)[0] for q in grid]))
fixed_wells = count_wells(np.array([ground(q, fix_f=1)[0] for q in grid]))
assert full_wells == 2 and fixed_wells == 1

# Ligand-hole product and its crossing inside the fixed-f description.
hole_energy = ground(1, fix_f=1, fix_a=1)[0] - ground(0, fix_f=1)[0]
assert abs(hole_energy - (BASE["a"] - lam - b1)) < 1e-9
q_hole = brentq(lambda q: ground(q, fix_f=1, fix_a=1)[0]
                - ground(q, fix_f=1, fix_a=0)[0], 0.5, 2.0)
assert abs(q_hole - (BASE["a"] - b1)/(2*lam)) < 1e-8
hole_barrier = ground(q_hole, fix_f=1)[0] - ground(0, fix_f=1)[0]

# Occupation as the derivative of energy with respect to the f level.
q_r, q_t, q_p, barrier, reaction = profile()
step = 1e-4
slope = (ground(q_t, f=BASE["f"] + step)[0]
         - ground(q_t, f=BASE["f"] - step)[0])/(2*step)
assert abs(slope - ground(q_t)[1]) < 1e-5

# Two potentials plus the core constant recover the end-point energy.
naive = delta + BASE["f"]
assert abs(delta - reaction) < 0.05 and abs(naive - reaction) > 1.0

# Second-order shift of the reactant against diagonalization.
shift_exact = ground(0)[0] - ground(0, fix_f=1)[0]
shift_pt = second_order_shift(0)
assert abs(shift_pt/shift_exact - 1) < 0.03

# Ligand exchange with no oxidant coupling keeps the f occupation.
new_ligand = dict(p=-0.5, t_pd=1.7, t_fa=0.0)
exchange_full = ground(0, **new_ligand)[0] - ground(0, t_fa=0.0)[0]
exchange_fixed = (ground(0, fix_f=1, **new_ligand)[0]
                  - ground(0, fix_f=1, t_fa=0.0)[0])
exchange_nf = ground(0, **new_ligand)[1]
assert abs(exchange_full - exchange_fixed) < 0.01 and abs(exchange_nf - 1) < 0.02

# Oxidation of the ligand when the f level is deep and the oxidant stronger.
deep = dict(f=-3.0, a=1.0)
deep_full = ground(1, **deep)[0] - ground(0, **deep)[0]
deep_fixed = ground(1, fix_f=1, **deep)[0] - ground(0, fix_f=1, **deep)[0]
_, deep_nf, deep_na = ground(1, **deep)
assert abs(deep_full - deep_fixed) < 0.1
assert abs(deep_nf - 1) < 0.05 and deep_na > 0.9

# Spin-orbit levels of one f electron, from explicit angular momentum matrices.
def angular_momentum(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j*(j + 1) - m[1:]*(m[1:] + 1)), 1)
    return np.diag(m), plus


lz, lp = angular_momentum(3)
sz, sp = angular_momentum(0.5)
so_levels = np.linalg.eigvalsh(np.kron(lz, sz)
                              + 0.5*(np.kron(lp, sp.T) + np.kron(lp.T, sp)))
degeneracy = int(np.sum(np.abs(so_levels - so_levels[0]) < 1e-8))
assert degeneracy == 6 and abs(so_levels[-1] - so_levels[0] - 3.5) < 1e-8
so_splitting = 0.3
so_energies = so_splitting*so_levels/(so_levels[-1] - so_levels[0])
f_shift = -kT*np.log(np.sum(np.exp(-so_energies/kT))/2)
so_profile = profile(f=BASE["f"] + f_shift)
assert so_profile[4] < 0

# Direct ligand-oxidant coupling of the same size as the f-oxidant coupling.
pa_profile = profile(t_pa=BASE["t_fa"])
assert abs(pa_profile[3] - barrier) < 0.03

# Tunnelling through an inverted parabola with the curvature at the barrier top.
mode_quantum = 0.06
h = 0.005
curvature = (ground(q_t + h)[0] - 2*ground(q_t)[0] + ground(q_t - h)[0])/h**2
barrier_quantum = mode_quantum*np.sqrt(-curvature/(2*lam))
u = barrier_quantum/kT
assert 0 < u < 2*np.pi
tunnelling = (u/2)/np.sin(u/2)
thermal_average = quad(lambda x: np.exp(-x)/(1 + np.exp(-2*np.pi*x/u)),
                       -60, 60, limit=300, points=[0])[0]
assert abs(tunnelling/thermal_average - 1) < 1e-4

# Coulomb attraction of two unit charges at a typical contact distance.
distance = 0.4e-9
coulomb = lambda r: const.e/(4*np.pi*const.epsilon_0*r)
pair_energy = coulomb(distance)
pair_change = pair_energy - coulomb(distance + 0.01e-9)

print("Input levels p, d, f, a (eV):", *[BASE[o] for o in ORBITALS])
print("Input U_ff, U_a, U_fd (eV):", BASE["U_ff"], BASE["U_a"], BASE["U_fd"])
print("Input t_pd, t_fp, t_fa (eV):", BASE["t_pd"], BASE["t_fp"], BASE["t_fa"])
print(f"Reorganization energy: {lam:.2f} eV")
print(f"Temperature: {TEMPERATURE:.0f} K; kT = {kT:.4f} eV")
print(f"Bonding level with f1: {b1:.4f} eV; with f0: {b0:.4f} eV")
print(f"Relaxed f-oxidant coupling V: {V:.4f} eV")
print(f"Sector crossing: q = {q_cross:.4f}")
print(f"Uncoupled f-oxidation energy: {delta:.4f} eV")
print(f"Same without the core constant: {naive:.4f} eV")
print(f"Full f-oxidation energy: {reaction:.4f} eV")
print(f"Full f-oxidation barrier: {barrier:.4f} eV")
print(f"Barrier without f-ligand hopping: {barrier_no_covalency:.4f} eV")
print(f"Barrier from the short formula: {barrier_formula:.4f} eV")
print(f"Largest two-state energy error: {worst_energy*1000:.4f} meV")
print(f"Wells: full surface {full_wells}, fixed-f surface {fixed_wells}")
print("Path, energies relative to the fixed-f reactant at q=0:")
for name, q in (("reactant", q_r), ("top", q_t), ("product", q_p)):
    e, nf, na = ground(q)
    fixed = ground(q, fix_f=1)[0]
    print(f" {name}: q={q:.4f}, full={e-reactant:.4f} eV,"
          f" fixed={fixed-reactant:.4f} eV, N_f={nf:.4f}, N_a={na:.4f}")
print(f"Fixed-f ligand-hole product energy: {hole_energy:.4f} eV")
print(f"Fixed-f hole crossing: q={q_hole:.4f}, energy={hole_barrier:.4f} eV")
print(f"log10 Boltzmann factor, full barrier: {-barrier/kT/np.log(10):.2f}")
print(f"log10 Boltzmann factor, fixed-f crossing: {-hole_barrier/kT/np.log(10):.2f}")
print(f"Reactant shift, exact: {shift_exact*1000:.3f} meV")
print(f"Reactant shift, second order: {shift_pt*1000:.3f} meV")
print("New ligand p level, t_pd (eV):", new_ligand["p"], new_ligand["t_pd"])
print(f"Ligand exchange, full: {exchange_full:.4f} eV")
print(f"Ligand exchange, fixed-f: {exchange_fixed:.4f} eV")
print(f"Ligand exchange error, fixed minus full: "
      f"{(exchange_fixed-exchange_full)*1000:.3f} meV")
print(f"N_f after ligand exchange: {exchange_nf:.4f}")
print("Deep-f case, f and a levels (eV):", deep["f"], deep["a"])
print(f"Deep-f ligand oxidation, full: {deep_full:.4f} eV")
print(f"Deep-f ligand oxidation, fixed-f: {deep_fixed:.4f} eV")
print(f"Deep-f product: N_f={deep_nf:.4f}, N_a={deep_na:.4f}")
print(f"Rough spin-orbit splitting input: {so_splitting:.2f} eV")
print(f"Lowest spin-orbit level degeneracy: {degeneracy}")
print(f"Spin-orbit and degeneracy shift of f1: {f_shift:.4f} eV")
print(f"With that shift: reaction {so_profile[4]:.4f} eV,"
      f" barrier {so_profile[3]:.4f} eV")
print(f"With p-a coupling {BASE['t_fa']:.2f} eV: reaction {pa_profile[4]:.4f} eV,"
      f" barrier {pa_profile[3]:.4f} eV")
print(f"Rough nuclear mode quantum input: {mode_quantum:.3f} eV")
print(f"Barrier-top mode quantum: {barrier_quantum:.4f} eV")
print(f"Parabolic tunnelling factor: {tunnelling:.3f}")
print(f"Ion-pair attraction at {distance*1e9:.2f} nm: {pair_energy:.3f} eV")
print(f"Loss of attraction for 0.01 nm more: {pair_change:.4f} eV")
print("success")
```

Running it gives:

```
Input levels p, d, f, a (eV): 0.0 4.0 2.0 3.5
Input U_ff, U_a, U_fd (eV): 7.0 4.0 2.0
Input t_pd, t_fp, t_fa (eV): 1.5 0.2 0.1
Reorganization energy: 1.60 eV
Temperature: 500 K; kT = 0.0431 eV
Bonding level with f1: -0.3541 eV; with f0: -0.5000 eV
Relaxed f-oxidant coupling V: 0.0992 eV
Sector crossing: q = 0.3776
Uncoupled f-oxidation energy: -0.3918 eV
Same without the core constant: 1.6082 eV
Full f-oxidation energy: -0.4103 eV
Full f-oxidation barrier: 0.1332 eV
Barrier without f-ligand hopping: 0.1405 eV
Barrier from the short formula: 0.1370 eV
Largest two-state energy error: 0.0294 meV
Wells: full surface 2, fixed-f surface 1
Path, energies relative to the fixed-f reactant at q=0:
 reactant: q=0.0071, full=-0.0133 eV, fixed=0.0001 eV, N_f=0.9930, N_a=0.0071
 top: q=0.3515, full=0.1199 eV, fixed=0.1977 eV, N_f=0.6517, N_a=0.3515
 product: q=0.9976, full=-0.4235 eV, fixed=1.5923 eV, N_f=0.0123, N_a=0.9976
Fixed-f ligand-hole product energy: 2.2541 eV
Fixed-f hole crossing: q=1.2044, energy=2.3210 eV
log10 Boltzmann factor, full barrier: -1.34
log10 Boltzmann factor, fixed-f crossing: -23.39
Reactant shift, exact: -13.183 meV
Reactant shift, second order: -13.130 meV
New ligand p level, t_pd (eV): -0.5 1.7
Ligand exchange, full: -1.1271 eV
Ligand exchange, fixed-f: -1.1273 eV
Ligand exchange error, fixed minus full: -0.196 meV
N_f after ligand exchange: 0.9999
Deep-f case, f and a levels (eV): -3.0 1.0
Deep-f ligand oxidation, full: -0.2843 eV
Deep-f ligand oxidation, fixed-f: -0.2459 eV
Deep-f product: N_f=0.9914, N_a=1.0001
Rough spin-orbit splitting input: 0.30 eV
Lowest spin-orbit level degeneracy: 6
Spin-orbit and degeneracy shift of f1: -0.2188 eV
With that shift: reaction -0.1957 eV, barrier 0.2165 eV
With p-a coupling 0.10 eV: reaction -0.4072 eV, barrier 0.1282 eV
Rough nuclear mode quantum input: 0.060 eV
Barrier-top mode quantum: 0.1475 eV
Parabolic tunnelling factor: 1.729
Ion-pair attraction at 0.40 nm: 3.600 eV
Loss of attraction for 0.01 nm more: 0.0878 eV
success
```
